# Resonant level between antiparallel half-metallic leads with a spin-mixing probe

## Problem

A level of energy $\varepsilon_0$ can hold an electron of either spin. The left lead is a half-metal that exchanges only spin-up electrons with it. The right lead is magnetized oppositely and exchanges only spin-down electrons. Each coupling has width $\Gamma$, meaning that it alone would empty the level at the rate $\Gamma/\hbar$. Spin is conserved on the level, electrons do not interact, and the widths do not depend on energy.

A third contact, the probe, is now attached. It couples to both spins, with width $\Gamma_P$ for each, and holds them at one common electrochemical potential $\mu_P$. It floats, so its net charge current is zero.

Let $I$ be the electron charge current in magnitude, counted positive from left to right. For a small difference of electrochemical potentials at low temperature, define the effective transmission by

$$I=\frac{e}{h}\,T_{\rm eff}\,(\mu_L-\mu_R).$$

(a) Find $T_{\rm eff}$ without the probe.
(b) Estimate, then calculate, its dependence on $\Gamma_P$, and evaluate it on resonance for $\Gamma_P=\Gamma$.
(c) For $\Gamma=5$ meV, a temperature of 4.2 K and a bias of 1 mV, find the current and judge which neglected effects matter.

## First estimate by scaling

Without the probe, an electron entering from the left has spin up and keeps it, while the right lead accepts only spin down. The transmission is therefore zero at every energy.

With the probe and on resonance, $T_{\rm eff}$ is dimensionless and can depend only on $r=\Gamma_P/\Gamma$. Two limits fix its scaling.

- **Weak probe, $r\ll1$.** An electron stays on the level for a time of order $\hbar/\Gamma$ and escapes into the probe at the rate $\Gamma_P/\hbar$. The chance of reaching the probe is of order $r$.
- **Strong probe, $r\gg1$.** The probe broadens the level to a width of order $\Gamma_P$, so its density of states at resonance is of order $1/\Gamma_P$. A lead of width $\Gamma$ then feeds it with probability of order $\Gamma/\Gamma_P=1/r$.

The estimate is $T_{\rm eff}\sim\min(r,1/r)$. It predicts a maximum of order one near equal widths, but it cannot supply the numerical factor.

## Exact solution

### Transmission between a lead and the probe

Represent each spin channel $c$ of each contact by a chain of sites $n=1,2,\dots$ with hopping $-t$, whose first site is coupled to the level by a real amplitude $v_c$. With energy $E$ measured from the band centre, the wave in the chain is

$$\psi_n=a_c e^{-ikn}+b_c e^{ikn},\qquad E=-2t\cos k,\quad 0<k<\pi .$$

The velocity is proportional to $2t\sin k>0$, so $a_c$ is the incoming and $b_c$ the outgoing amplitude. Let $d$ be the amplitude on the level for the spin considered. The first site obeys

$$E\psi_1=-t\psi_2+v_c d .$$

The wave form, continued to $n=0$, satisfies $E\psi_1=-t\psi_2-t\psi_0$ with $\psi_0=a_c+b_c$. Comparing the two equations gives $-t(a_c+b_c)=v_cd$, or

$$b_c=-a_c-\frac{v_c}{t}d .$$

Substituting this into $\psi_1=a_ce^{-ik}+b_ce^{ik}$ gives

$$\psi_1=-2i\sin k\;a_c-\frac{v_c}{t}e^{ik}d .$$

The level obeys $(E-\varepsilon_0)d=\sum_c v_c\psi_1^{(c)}$, where the sum runs over channels of the same spin. Hence

$$\Big[E-\varepsilon_0+\sum_c\frac{v_c^2}{t}e^{ik}\Big]d=-2i\sin k\sum_c v_ca_c .$$

Energy-independent widths correspond to $t\to\infty$ at fixed $v_c^2/t$, with $E$ and $\varepsilon_0$ finite. Then $k\to\pi/2$, $e^{ik}\to i$ and $\sin k\to1$. Writing $\Gamma_c=2v_c^2/t$ and $x=E-\varepsilon_0$,

$$\Big[x+\frac i2\sum_c\Gamma_c\Big]d=-2i\sum_cv_ca_c .$$

With no incoming wave, this has a solution at $x=-\tfrac i2\sum_c\Gamma_c$. The population $|d|^2$ then decays at the rate $\sum_c\Gamma_c/\hbar$, which confirms the meaning of the widths.

Send a wave of unit amplitude into channel $c$. In another channel $c'$ of the same spin, $b_{c'}=-(v_{c'}/t)d$. Since $v_cv_{c'}/t=\tfrac12\sqrt{\Gamma_c\Gamma_{c'}}$,

$$b_{c'}=\frac{i\sqrt{\Gamma_c\Gamma_{c'}}}{x+\frac i2\sum_c\Gamma_c}.$$

All chains have the same velocity, so $|b_{c'}|^2$ is the transmission probability. Spin up sees the left lead and the probe, and spin down sees the right lead and the probe. Therefore

$$T_{LP}=T_{RP}=\frac{\Gamma\Gamma_P}{x^2+\left(\frac{\Gamma+\Gamma_P}{2}\right)^2},\qquad T_{LR}=0 .$$

### Eliminating the probe potential

The current from the left lead into the probe is $(e/h)T_{LP}(\mu_L-\mu_P)$, and that from the probe into the right lead is $(e/h)T_{RP}(\mu_P-\mu_R)$. Zero net probe current makes them equal:

$$\mu_P=\frac{T_{LP}\mu_L+T_{RP}\mu_R}{T_{LP}+T_{RP}},\qquad
\mu_L-\mu_P=\frac{T_{RP}}{T_{LP}+T_{RP}}(\mu_L-\mu_R).$$

It follows that

$$T_{\rm eff}=\frac{T_{LP}T_{RP}}{T_{LP}+T_{RP}}
=\frac12\,\frac{\Gamma\Gamma_P}{x^2+\left(\frac{\Gamma+\Gamma_P}{2}\right)^2}.$$

This is the rule for two resistances in series. On resonance, division by $\Gamma^2$ gives

$$T_{\rm eff}=\frac{2r}{(1+r)^2},\qquad T_{\rm eff}(r=1)=\frac12 .$$

At equal widths each link transmits perfectly, and the factor one half comes from having two links in series. Spin-up current enters the probe and an equal spin-down current leaves it. Charge is conserved there, but spin is not.

The common potential is essential. If the probe current had to vanish for each spin separately, the spin-up part would settle at $\mu_L$ and the spin-down part at $\mu_R$. No current would flow, and $T_{\rm eff}$ would remain zero.

The phrase "equal width" also needs care, because here it means $\Gamma$ for each spin. A total width $\Gamma$ shared between the spins gives $r=1/2$ and $T_{\rm eff}=4/9$.

### Why one half is the maximum for this probe

Let the lead widths differ and the level be detuned. The series rule reads $1/T_{\rm eff}=1/T_{LP}+1/T_{RP}$. Each link involves one spin channel, so neither transmission exceeds one, and $T_{\rm eff}\le1/2$. Equality needs both links to be perfect. Since $\Gamma_L\Gamma_P\le(\Gamma_L+\Gamma_P)^2/4$, with equality at $\Gamma_L=\Gamma_P$, and likewise on the right, this requires resonance and three equal widths.

The bound does not apply to coherent spin rotation. Remove the probe and let an amplitude $w$ flip the spin on the level. On resonance, with a unit wave from the left and the same $v$ for both leads,

$$\frac{i\Gamma}{2}d_\uparrow-wd_\downarrow=-2iv,\qquad \frac{i\Gamma}{2}d_\downarrow-wd_\uparrow=0 .$$

The second equation gives $d_\uparrow=i\Gamma d_\downarrow/(2w)$. Inserting it in the first gives $-(\Gamma^2/4+w^2)d_\downarrow/w=-2iv$, so $d_\downarrow=2ivw/(w^2+\Gamma^2/4)$. The outgoing amplitude on the right is $-(v/t)d_\downarrow$, and with $2v^2/t=\Gamma$

$$T=\frac{\Gamma^2w^2}{(w^2+\Gamma^2/4)^2}.$$

This equals one at $w=\Gamma/2$. The probe instead absorbs the electron and re-emits charge without phase memory.

## Comparison of estimate and solution

| $r$ | $\min(r,1/r)$ | exact $T_{\rm eff}$ |
|---|---|---|
| 0.1 | 0.1 | 0.165 |
| 0.5 | 0.5 | 0.444 |
| 1 | 1 | 0.500 |
| 2 | 0.5 | 0.444 |
| 10 | 0.1 | 0.165 |

The estimate has the correct powers and the correct symmetry under $r\to1/r$. For $r\ll1$ the exact result tends to $2r$: each link has transmission $4r$, and the series connection halves it. The estimate is then low by a factor of two. At $r=1$ it is high by a factor of two: each link then transmits perfectly, and the series connection, which the estimate ignores, halves the result.

## Numbers for a device

On resonance with $\Gamma_P=\Gamma=5$ meV, the resistance is $h/(e^2T_{\rm eff})=51.6$ kΩ. At 1 mV the linear-response current is $1\ \text{mV}/51.6\ \text{kΩ}=19.4$ nA.

**Bias.** Place $\mu_L$ and $\mu_R$ at $\pm eV/2$ about the level. By symmetry $\mu_P$ lies at the level, and at zero temperature

$$I=\frac eh\int_0^{eV/2}\frac{\Gamma^2}{x^2+\Gamma^2}dx=\frac eh\,\Gamma\arctan\frac{eV}{2\Gamma}.$$

Here $eV/2\Gamma=0.1$, and the current is 0.3% below its linear-response value.

**Temperature.** Both links have the same thermal average, so $T_{\rm eff}=\tfrac12\langle\Gamma^2/(x^2+\Gamma^2)\rangle$, weighted by minus the derivative of the Fermi function. For $k_BT\ll\Gamma$, expand the Lorentzian as $1-x^2/\Gamma^2$ and use $\langle x^2\rangle=\pi^2(k_BT)^2/3$:

$$T_{\rm eff}\simeq\frac12\left[1-\frac{\pi^2}{3}\left(\frac{k_BT}{\Gamma}\right)^2\right].$$

At 4.2 K, $k_BT=0.362$ meV and this gives 0.491; the full average is 0.492. The linear-response current at 1 mV is thereby lowered from 19.4 to 19.1 nA. With the finite bias included as well, the current is 19.0 nA. At 300 K the average for this single level falls to 0.069, even with ideal polarization retained and other levels of the dot ignored, because the thermal window is then much wider than the resonance.

**Polarization.** Let the minority width be $p\Gamma$ and define $P=(1-p)/(1+p)$. Without the probe, each spin has widths $\Gamma$ and $p\Gamma$, so the two spins together transmit

$$2\,\frac{4p}{(1+p)^2}=2(1-P^2).$$

With the equal-width probe, the total width per spin is $(2+p)\Gamma$. Then $T_{LR}=8p/(2+p)^2$ and $T_{LP}=T_{RP}=4(1+p)/(2+p)^2$. The direct path adds to half of one link:

$$T_{\rm eff}=\frac{2+10p}{(2+p)^2}.$$

For $P=0.95$, $p=0.0256$. The transmission is 0.195 without the probe and 0.550 with it. The second value exceeds one half because imperfect leads open a direct path, which the bound excluded.

**Charging.** In mean field, an electron of one spin is shifted by $U$ times the occupation $n$ of the other. With the equal-width probe each spin state is a Lorentzian of half-width $\Gamma$. If the bare level lies at the Fermi energy, its shift $s$ obeys

$$s=Un,\qquad n=\frac12-\frac1\pi\arctan\frac{s}{\Gamma}.$$

For $U=5$ meV, $s=1.92$ meV and $T_{\rm eff}=\tfrac12\Gamma^2/(s^2+\Gamma^2)=0.436$. Retuning the gate restores one half at zero temperature and vanishing bias in this approximation; the drop of the current at 1 mV is then 0.6% instead of 0.3%. At half filling, a small excess $\delta$ of one spin changes the other by $-(U/\pi\Gamma)\delta$, so a spontaneous mean-field moment requires $U>\pi\Gamma$. Here $U/\pi\Gamma=0.32$. Correlations beyond mean field are omitted.

**Spin relaxation and field.** If relaxation with a lifetime $\tau=1$ ns, meaning the decay time of the spin polarization on an isolated level, is modelled as a probe of width $\hbar/\tau=6.6\times10^{-4}$ meV, then $T_{\rm eff}\simeq2r=2.6\times10^{-4}$. A width of 5 meV corresponds to 0.13 ps. With the equal-width probe, a field of 1 T along the magnetization axis shifts each spin by 0.058 meV for $g=2$ and lowers $T_{\rm eff}$ by $7\times10^{-5}$ for $U=0$ (by $1.4\times10^{-4}$ for $U=5$ meV at half filling, where the mean field enlarges the shift by $1/(1-U/\pi\Gamma)$ to 0.085 meV), provided both leads keep their magnetization. The field opposes one of them. If it reversed that lead, one spin would couple to both leads and the probe with total width $3\Gamma$, and $T_{\rm eff}$ would become $2/3$: $4/9$ directly and $2/9$ through the probe.

These parameters are assumed values for a strongly coupled dot, with $U$ no larger than $\Gamma$. If the coupling is so weak that $U\gg\Gamma$, this noninteracting result cannot be relied on. For the blocked state at 4.2 K, imperfect polarization matters far more than the assumed spin relaxation: with $P=0.95$ it raises the transmission from zero to 0.185 (0.195 at zero temperature). For the assumed lifetime, relaxation on the dot cannot replace the probe. With ideal leads, no coherent spin rotation on the level and a contact that is not magnetized across the axis of the leads, reaching one half takes a floating contact coupled to each spin as strongly as the leads, a level tuned to resonance, and both $k_BT$ and $eV$ well below $\Gamma$. The contact must also relax spin fast enough to keep both spins at one potential. If its spin-up and spin-down electrons are linked only by a conductance $e^2/h$, three equal resistances stand in series and $T_{\rm eff}$ falls to $1/3$. A floating half-metallic contact magnetized perpendicular to the leads lies outside this rule: it couples the two spin states coherently, opens a direct path $r^2/(1+r)^2$, and gives $T_{\rm eff}=r/(1+r)$ on resonance, which exceeds one half for $r>1$.

## Computed results

```
Lead width G = 5.0 meV
Probe width per spin = 5.0 meV
Transmission without probe = 0.0000
Lead-to-probe transmission, left = 1.0000
Lead-to-probe transmission, right = 1.0000
Probe potential, fraction of bias above right = 0.5000
Effective transmission with mixing probe = 0.5000
Spin-up current into probe, units of (e/h) bias = 0.5000
Spin-down current into probe, same units = -0.5000
With spin-conserving probe = 0.0000
Effective transmission at Gp/G = 0.1: 0.1653
Effective transmission at Gp/G = 0.5: 0.4444
Effective transmission at Gp/G = 1.0: 0.5000
Effective transmission at Gp/G = 2.0: 0.4444
Effective transmission at Gp/G = 10.0: 0.1653
Effective transmission at detuning G = 0.2500
Coherent spin flip w = 2.50 meV, transmission = 1.0000
Resistance with probe = 51.626 kOhm
Bias = 1.0 mV
Linear-response current = 19.370 nA
Current at this bias, zero temperature = 19.306 nA
Temperature = 4.2 K, kT = 0.3619 meV
Thermal effective transmission at 4.2 K = 0.4919
Low-temperature expansion at 4.2 K = 0.4914
Thermal effective transmission at 300 K = 0.0686
Lead polarization P = 0.95
Minority/majority width ratio p = 0.0256
Imperfect leads, transmission without probe = 0.1950
Imperfect leads, effective transmission with probe = 0.5499
Charging energy U = 5.0 meV
U/(pi G) = 0.3183
Mean-field level shift, gate not retuned = 1.917 meV
Effective transmission with that shift = 0.4359
Zeeman shift of each spin at 1.0 T = 0.0579 meV
Effective transmission with Zeeman shift = 0.49993
Spin lifetime = 1.0 ns
Width from natural spin relaxation = 6.582e-04 meV
Effective transmission from relaxation alone = 2.632e-04
Lifetime matching width G = 0.1316 ps
```
